# Complex admittance of an oxide with distributed border traps: two derivations

Suppose the capacitance of a metal-oxide-semiconductor structure is read as an oxide capacitance in series with a semiconductor capacitance. With both capacitances taken as constants, that model has no loss and no dependence on frequency. A measured capacitance can nevertheless fall as the frequency rises. When the cause is charge trapped in the oxide, putting that charge at the wrong depth gives the wrong trap density. In the example worked below, a trap that follows the signal about 12 Å inside the oxide changes the gate capacitance about ten times as much as one that follows it at the semiconductor surface. What is needed is an equation that keeps track of both the depth of each trap and the time it needs to exchange an electron.

## The system and the result

The oxide occupies \(0<x<t\), with the semiconductor at \(x=0\) and the gate at \(x=t\). Small signals vary as \(e^{j\omega t'}\), where \(t'\) is time. Atomic units are used in the algebra, so \(e=\hbar=1\), the electron charge is \(-1\), and the permittivity is \(\varepsilon=\varepsilon_r/4\pi\). Capacitances and admittances are per unit area. The trap density \(N\) is per unit volume and energy.

Let \(\phi(x)\) be the ac potential relative to the semiconductor, whose Fermi level \(E_F\) is held fixed. Let \(Y(x)\) be the admittance that a gate placed at depth \(x\) would see. The result is

\[
\frac{dY}{dx}=-\frac{Y^2}{j\omega\varepsilon}+\frac{N\ln(1+j\omega\tau)}{\tau},\qquad \tau(x)=\tau_0e^{2\kappa x},\qquad Y(0)=j\omega C_s, \tag{1}
\]

where \(C_s\) is the semiconductor capacitance. The measured admittance is \(Y(t)=G+j\omega C\). In ordinary units \(N\) is multiplied by the square of the elementary charge.

The exponential in \(\tau\) comes from tunnelling. In a barrier of height \(U_b\), an electron of energy \(E\) and mass \(m\) obeys \(-\psi''/2m+U_b\psi=E\psi\). The decaying solution is \(\psi\propto e^{-\kappa x}\) with \(\kappa=\sqrt{2m(U_b-E)}\). For a short-range trap the coupling is proportional to \(\psi(x)\), and the rate, at leading order in the coupling, to its square. Hence the capture rate is \(r=1/\tau\propto e^{-2\kappa x}\). Taking \(\kappa\) constant neglects the tilt of the barrier and the spread of carrier energies.

Equation (1) also assumes that \(r\) is the same for all trap energies that matter. This holds for a capture process in which band carriers lose the energy difference at a rate insensitive to it; capture into traps above the carriers would carry a thermal factor. The carriers must therefore lie above the traps that respond, which excludes a strongly degenerate surface layer. The worked case below assumes this condition as part of a model. In silicon at room temperature, a classical estimate for its value of \(C_s\) puts \(E_F\) within about \(kT\) of the band edge, where the condition is at best partly met. Equation (1) does not hold for purely elastic tunnelling, which is treated separately below.

## First derivation: rate equation and Poisson equation

### Occupancy of one trap

Let \(f\) be the occupancy of a trap at energy \(E_t\), and \(\eta=(E_t-E_F)/kT\). Any degeneracy factor is absorbed in \(E_t\). If the surface carriers remain in equilibrium with \(E_F\), detailed balance fixes the emission rate as \(re^\eta\), so

\[
\frac{df}{dt'}=r(1-f)-re^{\eta}f. \tag{2}
\]

At rest \(e^{\eta_0}=(1-f_0)/f_0\), which gives \(e^{\eta_0}f_0=1-f_0\) and \(1+e^{\eta_0}=1/f_0\). Now let \(f\), \(\eta\) and \(r\) all vary slightly. The variation of \(r\) is included because the signal also changes the number of carriers at the surface. To first order,

\[
j\omega\,\delta f=\delta r\,[1-f_0-e^{\eta_0}f_0]-re^{\eta_0}f_0\,\delta\eta-r(1+e^{\eta_0})\,\delta f .
\]

The square bracket vanishes: changing both rates by the same factor cannot disturb an equilibrium. A positive potential lowers the electron energy, so \(\delta\eta=-\phi(x)/kT\). Therefore

\[
\left(j\omega+\frac{r}{f_0}\right)\delta f=r(1-f_0)\frac{\phi}{kT}.
\]

Multiplying by \(f_0/r\) and dividing by the resulting factor gives

\[
\delta f=\frac{f_0(1-f_0)}{1+j\omega f_0/r}\,\frac{\phi(x)}{kT}. \tag{3}
\]

The drive is the potential at the trap, not the potential at the semiconductor surface. As a test, (2) was integrated in time for \(\eta_0=0.5\) and \(\omega/r=0.7\). The response per unit \(\phi/kT\) was \(0.2197-0.0581j\), equal to (3), both with a fixed capture rate and with one modulated at the signal frequency.

### All trap energies at one depth

The trapped charge density is \(\delta\rho=-N\int\delta f\,dE\). Since \(df_0/dE=-f_0(1-f_0)/kT\), the factor \(f_0(1-f_0)\,dE/kT\) equals \(-df_0\). As \(E\) rises through the trap band, \(f_0\) falls from 1 to 0; reversing the limits removes the minus sign. With \(r=1/\tau\),

\[
\delta\rho=-Ng\phi,\qquad
g=\int_0^1\frac{df}{1+j\omega\tau f}=\frac{\ln(1+j\omega\tau)}{j\omega\tau}. \tag{4}
\]

Here \(N\) has been taken as constant in energy over the traps that respond. Temperature has cancelled at given \(\tau\), but the band must be wide compared with \(kT\). When \(\omega\tau\gg1\), the traps that still follow the signal have \(f_0\lesssim1/\omega\tau\), so for (4) to hold at that depth the band must extend a few \(kT\) beyond \(kT\ln(\omega\tau)\) above \(E_F\).

### The field in the oxide

Poisson's equation, \(\varepsilon\phi''=-\delta\rho\), becomes

\[
\varepsilon\phi''=Ng\phi. \tag{5}
\]

The semiconductor carries the charge \(-C_s\phi(0)\). The electric field is \(-\phi'\), and it vanishes deep in the semiconductor, so Gauss's law gives \(-\varepsilon\phi'(0)=-C_s\phi(0)\), or \(\varepsilon\phi'(0)=C_s\phi(0)\). At the gate, the field vanishes inside the metal and the surface charge is \(+\varepsilon\phi'(t)\). The gate current is \(j\omega\) times this charge.

The same reasoning applies to a gate at any \(x\). Because (5) is linear and its boundary condition is at \(x=0\), the potential below \(x\) is fixed up to a common factor, which cancels in

\[
Y(x)=j\omega\varepsilon\frac{\phi'(x)}{\phi(x)}.
\]

The denominator cannot vanish. Multiplying (5) by \(\phi^*\) and integrating by parts from 0 to \(x\) gives

\[
\varepsilon\phi^*(x)\phi'(x)=C_s|\phi(0)|^2+\int_0^x\left(\varepsilon|\phi'|^2+Ng|\phi|^2\right)dx',
\]

and the right side has a positive real part, because \(\mathrm{Re}\,g=\arctan(\omega\tau)/\omega\tau>0\).

Differentiating \(Y\) gives

\[
\frac{dY}{dx}=j\omega\varepsilon\frac{\phi''}{\phi}-j\omega\varepsilon\left(\frac{\phi'}{\phi}\right)^2 .
\]

By (5) the first term is \(j\omega Ng=N\ln(1+j\omega\tau)/\tau\). In the second, \((\phi'/\phi)^2=Y^2/(j\omega\varepsilon)^2\), which leaves \(-Y^2/(j\omega\varepsilon)\). This is (1), and the condition at \(x=0\) gives \(Y(0)=j\omega C_s\).

## Second derivation: affinity and a growing network

### One trap as a resistor and a capacitor

Start now from thermodynamics. An electron on a trap of occupancy \(f\) has the electrochemical potential

\[
\mu=E_t+kT\ln\frac{f}{1-f}.
\]

Let \(J_+\) be the capture flux and \(J_-\) the emission flux. Detailed balance requires \(J_-/J_+=e^{(\mu-E_F)/kT}\), so the net flux into the trap is

\[
J=J_+\left[1-e^{(\mu-E_F)/kT}\right]\simeq-J_0\frac{\delta\mu}{kT}.
\]

Here \(J_0=r(1-f_0)\) is the one-way flux at equilibrium. A change of \(J_+\) multiplies a bracket that is already of first order, so it drops out without calculation.

The signal changes \(\mu\) through the level and through the occupancy. The derivative of \(\ln[f/(1-f)]\) is \(1/[f(1-f)]\), so

\[
\delta\mu=-\phi+\frac{kT\,\delta f}{f_0(1-f_0)} .
\]

Let \(i=J=j\omega\,\delta f\). Electrons moving into the oxide carry positive current from the trap to the semiconductor, so \(i\) is the current leaving the plane at \(x\). Inserting \(\delta\mu=-kT\,i/J_0\) and solving for \(\phi\),

\[
\phi=i\left(R_1+\frac{1}{j\omega C_1}\right),\qquad R_1=\frac{kT}{r(1-f_0)},\qquad C_1=\frac{f_0(1-f_0)}{kT}.
\]

Each trap is a resistor in series with a capacitor, joining the plane at \(x\) to the semiconductor Fermi level. Its time constant is \(R_1C_1=f_0/r\).

### Traps in parallel

Traps at one depth connect the same two terminals, so their admittances add. Per unit depth,

\[
y=N\int dE\,\frac{j\omega C_1}{1+j\omega R_1C_1}.
\]

Put \(s=e^\eta\) and \(u=\omega\tau\). Then \(f_0=1/(1+s)\), \(f_0(1-f_0)=s/(1+s)^2\) and \(dE=kT\,ds/s\), which gives

\[
y=j\omega N\int_0^\infty\frac{ds}{(1+s)(1+s+ju)}
=\frac{j\omega N}{ju}\int_0^\infty\left[\frac{1}{1+s}-\frac{1}{1+s+ju}\right]ds .
\]

The integral is \(\ln[(1+s)/(1+s+ju)]\) between its limits. It is zero at infinity and \(-\ln(1+ju)\) at \(s=0\), so its value is \(\ln(1+ju)\). Hence \(y=N\ln(1+j\omega\tau)/\tau\).

### Adding a thin layer

Take a stack of thickness \(x\) with admittance \(Y(x)\) and add a layer of thickness \(h\). Its traps add \(yh\) in parallel with \(Y\), since they also end at the semiconductor. Its dielectric adds the impedance \(h/(j\omega\varepsilon)\) in series:

\[
\frac{1}{Y(x+h)}=\frac{1}{Y(x)+yh}+\frac{h}{j\omega\varepsilon}
=\frac1Y-\frac{yh}{Y^2}+\frac{h}{j\omega\varepsilon}+O(h^2).
\]

Subtracting \(1/Y(x)\), dividing by \(h\) and letting \(h\to0\) gives

\[
-\frac{1}{Y^2}\frac{dY}{dx}=-\frac{y}{Y^2}+\frac{1}{j\omega\varepsilon}.
\]

Multiplication by \(-Y^2\) reproduces (1). At zero thickness only the semiconductor remains, so \(Y(0)=j\omega C_s\).

The trap branch bypasses the dielectric elements below it, although the electron does cross that part of the oxide. The dielectric elements carry displacement current; the branch carries the tunnelling current. Their sum is the total current, which is the same through every plane.

## What changes for elastic tunnelling

In elastic exchange, a trap relaxes toward the occupation \(f_s\) of semiconductor states at its own energy: \(df/dt'=(f_s-f)/\tau\). The capture rate is then \(r=f_s/\tau\), equal to \(f_0/\tau\) at rest. It depends on energy, while the total rate \(r/f_0=1/\tau\) does not. Equation (3) still holds. If \(E_F\) lies several \(kT\) inside the band, so that there are semiconductor states at the energies of all the traps that respond, the energy integral becomes

\[
g_{\rm el}=\int_0^1\frac{df}{1+j\omega\tau}=\frac{1}{1+j\omega\tau}.
\]

The source term in (1) is then \(j\omega N/(1+j\omega\tau)\). The logarithm is thus a statement about the capture mechanism, and does not follow from tunnelling alone.

## Limits

Dividing (1) by \(j\omega\) and writing \(\tilde C=Y/j\omega=C-jG/\omega\) gives a form convenient for limits:

\[
\frac{d\tilde C}{dx}=Ng-\frac{\tilde C^2}{\varepsilon}. \tag{6}
\]

**Fast signal.** If \(\omega\tau_0\gg1\), no trap follows and \(g\to0\). Then \(d(1/\tilde C)/dx=1/\varepsilon\), so \(1/C=1/C_s+t/\varepsilon\), the series model. This limit concerns the traps; \(C_s\) is still taken as constant.

**Static signal.** If \(\omega\tau(t)\ll1\), every trap follows and \(g\to1\). Equation (5) becomes \(\phi''=\phi/\lambda^2\) with \(\lambda=\sqrt{\varepsilon/N}\). Let \(K=\varepsilon/\lambda\). The solution obeying the condition at \(x=0\) is \(\phi\propto\cosh(x/\lambda)+(C_s/K)\sinh(x/\lambda)\). Forming \(\varepsilon\phi'/\phi\) at \(x=t\) and dividing through by \(\cosh(t/\lambda)\),

\[
C=K\,\frac{C_s+K\tanh(t/\lambda)}{K+C_s\tanh(t/\lambda)} .
\]

**Few traps.** Without traps, \(\tilde C_0=\varepsilon C_s/(\varepsilon+C_sx)\). To first order in \(N\), the change \(\delta\) obeys

\[
\delta'+\frac{2C_s}{\varepsilon+C_sx}\,\delta=Ng .
\]

Multiplying by \((\varepsilon+C_sx)^2\) makes the left side a derivative. With \(\delta(0)=0\),

\[
\delta(t)=N\int_0^t w\,g\,dx,\qquad w(x)=\left(\frac{\varepsilon+C_sx}{\varepsilon+C_st}\right)^2. \tag{7}
\]

The root of \(w\) is the trap-free ratio \(\phi(x)/\phi(t)\). It enters once because it drives the trap, and once because it is the fraction of the trapped charge that is balanced on the gate.

**A tunnelling front.** Let \(\omega\tau_0\ll1\), with the depth where \(\omega\tau=1\) well inside the oxide. Since \(u=\omega\tau\), \(dx=du/(2\kappa u)\). For the elastic kernel, with \(u_0=\omega\tau_0\),

\[
-\mathrm{Im}\int g_{\rm el}\,dx\simeq\frac1{2\kappa}\int_0^\infty\frac{du}{1+u^2}=\frac{\pi}{4\kappa},\qquad
\mathrm{Re}\int g_{\rm el}\,dx\simeq\frac{1}{2\kappa}\int_{u_0}^\infty\frac{du}{u(1+u^2)}\simeq\frac{\ln(1/u_0)}{2\kappa}.
\]

The capture kernel (4) is an average of elastic kernels with \(u\) replaced by \(uf\). This leaves the first integral unchanged and adds \(-\int_0^1\ln f\,df=1\) to the logarithm. Traps therefore follow down to about

\[
x_f=\frac{\ln(1/\omega\tau_0)+1}{2\kappa},
\]

without the \(+1\) for elastic exchange. If \(w\) varies little across the front,

\[
\frac G\omega\simeq\frac{\pi N}{4\kappa}w(x_f),\qquad
\frac{dC}{d\ln\omega}\simeq-\frac{N}{2\kappa}w(x_f). \tag{8}
\]

The second relation follows because \(C\) gains \(N\int_0^{x_f}w\,dx\) and \(dx_f/d\ln\omega=-1/2\kappa\). Together they give \(G/\omega\simeq-(\pi/2)\,dC/d\ln\omega\), from which \(N\) has dropped out.

## A worked case

Take round model parameters: \(\varepsilon_r=4\), \(t=40\) Å, a barrier of 3 eV, mass 0.5, \(N=2\times10^{-5}\) eV⁻¹Å⁻³ and \(\hbar/\tau_0=10^{-5}\) eV. Capacitances are in \(e^2/(\text{eV Å}^2)\), with \(C_s=4\times10^{-3}\). Exchange with the gate is left out. Traps near the gate that followed it at a similar rate would raise \(C\) slightly and \(G/\omega\) considerably.

The formula gives \(2\kappa=1.255\) Å⁻¹. The widths of a trap resonance beside an open semiconductor lead, computed at several depths, decay with 1.253 Å⁻¹.

At \(\omega\tau_0=10^{-6}\), or 2.4 kHz, the front lies at \(x_f=(13.82+1)/1.255=11.8\) Å. Equation (1) gives \(C=5.009\times10^{-4}\) and \(G/\omega=3.30\times10^{-6}\), that is, 0.803 and 0.0053 µF/cm². A finite-difference solution of (5), with the trap charge summed over energy, agrees to the digits quoted.

The capacitance is 3.2% above the fast limit of \(4.856\times10^{-4}\). From \(\omega\tau_0=10^{-7}\) to \(10^{-4}\) it falls by 5.3, 4.4 and \(3.5\times10^{-6}\) in successive decades. The steps shrink because the front retreats toward the semiconductor by \(\ln10/1.255=1.8\) Å per decade, where \(w\) is smaller. A straight line against \(\ln\omega\) is thus an approximation over a limited range.

With \(w(x_f)=0.145\), the first relation in (8) gives

\[
\frac G\omega\simeq\frac{\pi(2\times10^{-5})(0.145)}{2(1.255)}=3.63\times10^{-6},
\]

10% above the full solution. With \(N\) reduced a thousandfold, (8) was tested to hold within 2%, so most of this gap comes from the finite trap density, which (7) treats to first order. The ratio of \(G/\omega\) to \(-(\pi/2)dC/d\ln\omega\) is 1.003 even at the full density.

A trap that follows the signal at \(x=0\) has only the weight \(w(0)=[5.526/(5.526+40)]^2=0.0147\), where 5.526 and 40 are \(\varepsilon/t\) and \(C_s\) in units of \(10^{-4}\). The ratio \(0.145/0.0147\) is the factor of about ten mentioned at the start.

With \(C_s\) unchanged, the elastic kernel gives \(C=4.988\times10^{-4}\). Its missing \(+1\) amounts to raising \(\ln\omega\) by one in the capture model. With the computed slope \(-2.09\times10^{-6}\), this predicts \(5.009\times10^{-4}-0.021\times10^{-4}=4.988\times10^{-4}\), as found. If \(\tau_0\) is unknown, these curves alone therefore hardly distinguish the two kernels, although the two mechanisms require different positions of \(E_F\) relative to the band edge.

The static limit is \(7.565\times10^{-4}\), larger than \(\varepsilon/t=5.526\times10^{-4}\), because charge is then stored inside the oxide, closer to the gate. It is a mathematical limit here: \(\tau(t)/\tau_0=e^{50.2}\) is of order \(10^{21}\) to \(10^{22}\), and traps near the gate would exchange electrons with the gate first.

## What each derivation assumes

Both derivations need a small signal, surface carriers in equilibrium with \(E_F\), detailed balance, and traps that exchange electrons with the semiconductor alone. Neither uses uniformity in depth to reach (1), so \(N(x)\) may replace \(N\) there; the static formula, (7) as written and (8) do use it.

The first derivation assumes an explicit rate law, equation (2). In return, that law also describes large signals before it is linearized, and (5) gives the potential throughout the oxide. The second needs the ratio of the two fluxes and the equilibrium flux \(J_0\), but no further detail of how the rates respond to the signal. It is tied to equilibrium: if a steady leakage current flows through the traps, the bracket multiplying \(J_+\) is no longer zero at rest, and changes of the capture rate enter the response. The same happens to the bracket multiplying \(\delta r\) in the first derivation.

They also differ in how they treat space. The network argument requires that a new layer leave the response of the stack below it unchanged, and that each trap branch end at the semiconductor. If traps also exchange electrons with the gate, or with traps at other depths, some branches end elsewhere and \(Y(x)\) no longer obeys a closed equation of this form. Poisson's equation survives: its charge term then depends on the gate potential or on \(\phi\) at other depths, and the gate current must include any electrons that traps exchange with the gate. When every trap exchanges electrons with the semiconductor alone, equation (1), with the source term that suits the exchange mechanism, is enough by itself: one integration from the semiconductor to the gate gives the admittance. The numerical output follows.

## Calculated quantities

```
relative permittivity: 4.0
oxide thickness: 40.0 A
tunnel barrier: 3.0 eV
tunnelling mass: 0.50 electron masses
trap density N: 2.0e-05 1/(eV A^3)
semiconductor capacitance C_s: 4.0000e-03 e^2/(eV A^2)
hbar/tau0: 1.0e-05 eV
2 kappa from formula: 1.2549 1/A
2 kappa from resonance widths: 1.2533 1/A
single trap, E_t-E_F = 0.5 kT, w/r = 0.7, response per phi/kT:
  formula, capture: 0.219662-0.058052j
  simulated, fixed capture rate: 0.219662-0.058052j
  simulated, modulated capture rate: 0.219662-0.058052j
  formula, elastic: 0.157721-0.110404j
  simulated, elastic: 0.157721-0.110404j
screening length lambda: 33.25 A
oxide capacitance eps/t: 5.52635e-04 e^2/(eV A^2)
fast limit C: 4.85552e-04 e^2/(eV A^2)
static limit C: 7.56520e-04 e^2/(eV A^2)
frequency sweep, C and G/w in e^2/(eV A^2):
  w tau0 1e-07, hbar w 1e-12 eV, front 13.64 A, C 5.06224e-04, G/w 3.9679e-06
  w tau0 1e-06, hbar w 1e-11 eV, front 11.81 A, C 5.00919e-04, G/w 3.2977e-06
  w tau0 1e-05, hbar w 1e-10 eV, front 9.97 A, C 4.96554e-04, G/w 2.6835e-06
  w tau0 1e-04, hbar w 1e-09 eV, front 8.14 A, C 4.93049e-04, G/w 2.1256e-06
at w tau0 = 1e-06:
  grid Poisson C: 5.00919e-04 e^2/(eV A^2)
  grid Poisson G/w: 3.2977e-06 e^2/(eV A^2)
  |phi(0)/phi(t)|: 0.1113
  elastic C: 4.98811e-04 e^2/(eV A^2)
  elastic G/w: 3.0166e-06 e^2/(eV A^2)
  front weight w(x_f): 0.1449
  front estimate of G/w: 3.6285e-06 e^2/(eV A^2)
  dC/d ln w: -2.0939e-06 e^2/(eV A^2)
  G/w divided by -(pi/2) dC/d ln w: 1.0026
  frequency: 2418.0 Hz
  C: 0.8026 microfarad/cm^2
  G/w: 0.00528 microfarad/cm^2
```
